Fourth-power formation and third-power maximum of four-atom thermal donors

Suppose that the thermal-donor density has been calculated for one silicon wafer and is wanted for another with a different oxygen content. Before scaling it, one must decide which power of the oxygen density to use, and whether "oxygen density" means the total, the initial monomers or the monomers still present. If a four-atom donor forms by single-atom additions and is lost by capturing another atom, the early formation rate scales as the fourth power of the monomer density and the saturated donor density as the third. Both are limiting laws. In the example below, raising the total oxygen about fourfold and scaling the maximum by the third power overestimates it by 38 %.

**The model and its conventions**

Let A1 be a single dissolved oxygen atom, A2 a dimer, A3 a trimer, A4 an electrically active four-atom donor and A5 an inactive five-atom cluster. The same symbols denote their number densities, with c = A1. Only monomers move. The reactions are

A1 + A1 ⇌ A2, forward rate k1c², reverse rate d2A2

A2 + A1 ⇌ A3, forward rate k2cA2, reverse rate d3A3

A3 + A1 → A4, rate k3cA3

A4 + A1 → A5, rate k4cA4.

Each rate counts reaction events per volume and time, so one dimerization event removes two monomers. The last two steps are irreversible and A5 grows no further. The effects of donor dissociation and of further growth of A5 are estimated below; dissociation of A5 is left out throughout. Define

K2 = k1/d2, K3 = k2/d3.

**First derivation: equilibrium populations**

Assume that dimers and trimers dissociate much faster than they capture another monomer. Each reversible step then has nearly equal forward and reverse rates:

k1c² = d2A2, hence A2 = K2c²

k2cA2 = d3A3, hence A3 = K3cA2 = K2K3c³.

A donor forms when a trimer captures one more monomer, so the formation rate is

F = k3cA3 = k3K2K3c⁴.

Three powers come from the trimer population and one from the last capture. This is the early formation rate, reached after the small clusters have equilibrated but before donor loss matters. If only monomers are present at time zero, there are no trimers and the rate starts from zero.

The delay follows from the population deficits. With A3 much smaller than A2, the dimers obey dA2/dt ≈ d2(K2c² − A2). Integrating from A2 = 0 to equilibrium gives

∫(K2c² − A2)dt = K2c²/d2.

Now write A2e and A3e for the equilibrium densities. Neglecting donor formation, dA3/dt = k2cA2 − d3A3. Subtracting the equilibrium identity k2cA2e = d3A3e turns this into

dA3/dt = d3(A3e − A3) − k2c(A2e − A2).

Its integral over the transient is

A3e = d3∫(A3e − A3)dt − k2cA2e/d2.

Since k2cA2e = d3A3e, division by d3A3e gives the lag

∫(1 − A3/A3e)dt = 1/d3 + 1/d2.

After the lag, with c held fixed, the donor balance is

dA4/dt = k3K2K3c⁴ − k4cA4.

Multiplying by exp(k4ct) makes the left side a total derivative:

d[A4 exp(k4ct)]/dt = k3K2K3c⁴ exp(k4ct).

Integrating from A4(0) = 0 and multiplying by exp(−k4ct) gives

A4(t) = P[1 − exp(−k4ct)], P = (k3/k4)K2K3c³.

Loss carries one power of c, and dividing the fourth-power formation rate by it leaves three. At fixed c the density approaches P from below, so this derivation yields a plateau and no turning point.

**Second derivation: flux and the turning point**

The second route does not assume equilibrium. It asks what steady flux J passes through the chain at a given c:

0 = k1c² − d2A2 − k2cA2 + d3A3

0 = k2cA2 − d3A3 − k3cA3

J = k3cA3.

Adding the first two equations cancels the exchange between dimers and trimers:

k1c² = J + d2A2.

The second equation, with A3 = J/(k3c), gives

k2cA2 = J + d3A3 = J[1 + d3/(k3c)].

Solving for A2 and inserting it in the previous balance gives

k1c² = J[1 + d2/(k2c) + d2d3/(k2k3c²)].

With a = d2/(k2c) and b = d2d3/(k2k3c²),

J = k1c²/(1 + a + b).

Because a varies as c⁻¹ and b as c⁻², the local power is

d ln J/d ln c = 2 + (a + 2b)/(1 + a + b).

If b ≫ 1 + a, the flux becomes

J ≈ k1c²/b = k1k2k3c⁴/(d2d3) = k3K2K3c⁴,

which is the first result. It is sufficient that d2 ≫ k2c and d3 ≫ k3c, since then b ≫ a ≫ 1. If instead a dominates, trimers usually go on to become donors and the power is three. If both a and b are small, nearly every dimer goes on and the power is two. In a closed sample the steady flux k1c² is then reached only if k1 is much smaller than k2 and k3; otherwise the monomers run out as fast as the chain fills.

Now let c fall slowly as oxygen is consumed. At the donor maximum dA4/dt = 0, so

k3cA3 = k4cA4.

The common factor c cancels, leaving A4max = (k3/k4)A3 at that instant. If the small clusters follow the slow change of c, A3 = J/(k3c), and therefore

A4max = J(c*)/(k4c*) ≈ (k3/k4)K2K3c*³,

where c* is the monomer density at the maximum. The third power thus holds for a true maximum, provided that the remaining monomers are counted.

**From remaining to initial oxygen**

To use the initial density c0 instead, one must know how much oxygen has gone. In fast equilibrium the oxygen in monomers, dimers and trimers is

S = c + 2K2c² + 3K2K3c³,

and its derivative is

h = dS/dc = 1 + 4K2c + 9K2K3c².

Donor formation takes four atoms from this pool, three in the trimer and one monomer. Donor loss takes one more. Hence

h dc/dt = −(4k3K2K3c⁴ + k4cA4).

Let P0 be the ideal plateau at c0, and set x = c/c0, y = A4/P0, s = k4c0t and ε = P0/c0. Since k3K2K3c0⁴ = k4c0P0, the two balances become

y' = x⁴ − xy

hx' = −ε(4x⁴ + xy),

with x(0) = 1, y(0) = 0 and a prime for d/ds.

Take ε small and h ≈ 1. At zeroth order x = 1 and y = 1 − exp(−s). Inserting these in the oxygen balance gives x' ≈ −ε[5 − exp(−s)], so

x ≈ 1 − ε[5s − 1 + exp(−s)].

The maximum occurs where w = x³ − y vanishes. Since y' = xw,

w' = −xw + 3x²x' ≈ −w − 15ε,

where terms of order ε multiplied by the decaying exponential have been dropped. With w(0) = 1,

w ≈ exp(−s) − 15ε[1 − exp(−s)].

To leading order the zero is at exp(−s*) = 15ε, or

s* ≈ L = ln[1/(15ε)].

At that point y = x³, and therefore

A4max/P0 ≈ 1 − 3ε(5L − 1) = 1 − 15ε(L − 1/5).

The maximum is where slow depletion overtakes the last of the exponential approach to the plateau. When ε was 10⁻⁴ and 10⁻⁵, direct integration of the reduced equations confirmed the formula: the error in the deficit 1 − A4max/P0, relative to that deficit, was below 2 % and 0.4 % respectively.

Since P0 varies as c0³, ε varies as c0². The local power of the maximum is therefore 3 plus twice the logarithmic derivative of A4max/P0 with respect to ε. Using dL/d ln ε = −1,

d ln A4max/d ln c0 ≈ 3 − 30ε(L − 6/5).

In the small-ε regime the power lies below three because richer material uses up a larger fraction of its oxygen. The formula is reliable up to about ε = 10⁻³, where it gives 2.910 against 2.908 from the reduced equations. At ε = 10⁻² it gives 2.79 against 2.63, and above about 0.02 it wrongly exceeds three. If small clusters hold appreciable oxygen, ε is replaced by ε/h in the estimate of A4max/P0, with h taken at c0.

A power measured against total oxygen needs one more factor. From dS/dc = h,

d ln c/d ln S = (S/c)/h.

**What each derivation assumes**

The equilibrium derivation assumes fast dissociation and fixed c. It gives the whole saturation curve but cannot say when a maximum occurs. The flux derivation assumes only that dimers and trimers follow c quasi-steadily. It shows how the fourth power fails when dissociation is slow, and its turning-point condition needs no fixed c. Both assume single-atom steps, monomer-driven loss and a donor that does not dissociate.

If donors dissociate at rate d4 into a trimer and a monomer, the total loss rate per donor becomes k4c + d4. With the trimers still in equilibrium, the plateau is k3K2K3c⁴/(k4c + d4), and its power is

4 − k4c/(k4c + d4) = 3 + d4/(k4c + d4).

Mobile dimers change the interpretation. Donor formation by A2 + A2 has a rate proportional to A2² = K2²c⁴, so it too is fourth order. A fourth-power rate therefore does not identify the path. Donor loss by dimer capture has a rate per donor proportional to A2, hence to c², and the plateau then varies as c². The power of the plateau depends on the loss step, but does not identify it by itself: if donor dissociation and dimer capture remove donors at equal rates, the local power is again three. Integration of the full network with fast equilibria gave powers of 4.000 for formation by dimer pairs alone and 2.000 for the plateau with loss by dimers alone.

**Silicon near 450 °C**

The example takes T = 723 K and c = 10¹⁸ cm⁻³ at equilibrium, a rough value for oxygen-rich Czochralski silicon. The round model parameters are K2 = 10⁻²⁰ cm³, K3 = 5 × 10⁻²⁰ cm³, k1 = k2 = k3 = 2 × 10⁻²² cm³/s and k4 = 10⁻²³ cm³/s. They were chosen to give about 10¹⁶ donors per cm³ over tens of hours.

The trimer density is K2K3c³ = 5 × 10¹⁴ cm⁻³. The ideal formation rate is 3.60 × 10¹⁴ cm⁻³/h, and the ideal plateau is 20 × 5 × 10¹⁴ = 10¹⁶ cm⁻³. Each dimer or trimer captures monomers at 2 × 10⁻⁴ s⁻¹, while d2 = 0.02 s⁻¹ and d3 = 0.004 s⁻¹. Hence a = 100 and b = 100 × 20 = 2000. The flux is 2000/2101 = 0.952 of the ideal rate, or 3.43 × 10¹⁴ cm⁻³/h, and its power in c is 3.95. The lag formula gives 50 s + 250 s = 5.0 min; the lag simulated at fixed c is 4.8 min, short compared with the loss time 1/(k4c) = 27.8 h.

The corresponding total oxygen is 1.0215 × 10¹⁸ cm⁻³ and h = 1.0445. The expected power of the rate in total oxygen is therefore 3.951 × 1.0215/1.0445 = 3.86, as the full simulation also gives. Three anneals starting from monomers alone, at the same temperature and with the same coefficients, gave the following, with the formation rate read at 0.5 h:

Total 2.5 × 10¹⁷ cm⁻³: maximum 1.46 × 10¹⁴ cm⁻³ at 537 h; local powers 3.97 (rate) and 2.91 (maximum).

Total 5.0 × 10¹⁷ cm⁻³: maximum 1.06 × 10¹⁵ cm⁻³ at 203 h; local powers 3.93 and 2.79.

Total 1.02 × 10¹⁸ cm⁻³: maximum 7.2 × 10¹⁵ cm⁻³ at 71 h; local powers 3.86 and 2.56.

Between the first and last anneals the oxygen rises by a factor of 4.09. The third power predicts a factor of 68 in the maximum, but the simulation gives 49; this is the 38 % overestimate mentioned at the start. For the formation rate, the fourth power predicts 279 against a simulated 251, an overestimate of 11 %.

In the richest anneal the monomer density at the maximum is 9.1 × 10¹⁷ cm⁻³. Its cube gives 7.5 × 10¹⁵ cm⁻³. The remaining 4 % difference from the simulated maximum is the quasi-steady reduction b/(1 + a + b), which is 0.956 at that density. Most of the missing oxygen is in A5: 1.31 × 10¹⁶ cm⁻³ of these clusters hold 6.6 × 10¹⁶ atoms per cm³, against 2.9 × 10¹⁶ in donors.

Here ε = 0.010. The leading formula, with ε/h, gives A4max/P0 = 0.75, against 0.72 in the simulation. The formula assumes fast equilibrium. With k1, k2, d2 and d3 all 1000 times larger the simulated ratio is 0.747, reached at 70 h, so the gap in the ratio is mostly the quasi-steady reduction just described. Its time estimate is poorer: L = 1.94 loss times, or 54 h, instead of 71 h. This depletion is too large for leading-order timing.

Real thermal donors are a family of related double donors, not one species. Their measured order in oxygen depends on the anneal temperature, the fourth and third powers being associated with anneals near 450 °C, and the 38 % and 11 % above belong to the chosen coefficients rather than to a measured wafer. The chosen capture coefficients are also far larger than the ordinary mobility of the monomers allows. Rough diffusion parameters give D = 3.7 × 10⁻¹⁹ cm²/s. With a capture radius of r = 0.5 nm, the diffusion-limited coefficient 4πrD is 2.4 × 10⁻²⁵ cm³/s. The chosen k1, k2 and k3 are 850 times larger and k4 is 43 times larger. Using the ordinary value for all four, with K2 and K3 unchanged, would reduce the ideal formation rate to about 4 × 10¹¹ cm⁻³/h, lengthen the loss time to about 1200 h and lower the ideal plateau to 5 × 10¹⁴ cm⁻³. The lag 1/d2 + 1/d3 would grow to about 70 h. The model therefore shows how the powers arise, but its coefficients do not establish how the oxygen moves. At c = 10¹⁸ cm⁻³, dimer reactions would match the monomer channels at coefficients of 10⁻²¹ cm³/s, for pairing and for donor loss alike; the value for loss varies as 1/c.

Donor stability matters as well. A dissociation rate of 1.1 × 10⁻⁶ s⁻¹, one ninth of k4c, raises the ideal plateau power from 3 to 3.1. For the chosen k3, staying below that limit requires a binding free energy above about 1.04 eV for the monomer that turns a trimer into a donor, compared with 0.43 eV for forming a dimer and 0.53 eV for adding a monomer to a dimer, all referred to the density of bond-centre sites. The donors' own electrons also enter. If every donor is doubly ionized, they supply 1.4 × 10¹⁶ cm⁻³ against a rough intrinsic density of 3.1 × 10¹⁶ cm⁻³ at this temperature. In a lightly doped wafer, charge neutrality then raises the electron density to 1.26 times intrinsic. A dissociation step that first recaptures two electrons in equilibrium would be faster by the square of this, 1.59. These factors depend on the rough intrinsic density, which was computed with free-electron band masses and a gap of 1.0 eV. Fits to measured silicon data give about 4.5 × 10¹⁶ cm⁻³, which would lower them to about 1.17 and 1.37. Finally, if A5 and all the larger clusters grown from it also captured monomers with coefficient k4, about 1.3 % more of the total oxygen would be consumed by the time of the maximum, estimated along the unchanged history. With this capture included in the kinetics, the maximum comes at 67 h and is 1.5 % lower, and the extra oxygen is 1.1 %. The numerical output lists the remaining values.

Values computed for the example and the checks

```
Temperature: 723 K; kT = 0.0623 eV
K2 = 1.0e-20 cm^3; K3 = 5.0e-20 cm^3
k1=k2=k3 = 2.0e-22 cm^3/s; k4 = 1.0e-23 cm^3/s
Main equilibrium monomer density: 1.00e+18 cm^-3
Main total oxygen: 1.0215e+18 cm^-3
Equilibrium dimers: 1.00e+16 cm^-3
Equilibrium trimers: 5.00e+14 cm^-3
d2 = 2.00e-02 1/s; d3 = 4.00e-03 1/s
Monomer capture rate per dimer or trimer: 2.00e-04 1/s
Ideal formation rate: 3.600e+14 cm^-3/h
Quasi-steady formation rate: 3.427e+14 cm^-3/h
Quasi-steady order in monomer: 3.951
Predicted order in total oxygen: 3.864
Order at 30 times main monomer density (formal): 3.186
Order at 1000 times main monomer density (formal): 2.094
Lag: formula 5.00 min; simulated 4.84 min
Loss time 1/(k4 c): 27.78 h
Ideal plateau: 1.000e+16 cm^-3
Depletion parameter eps: 0.0100; storage h: 1.0445
Anneals from monomers only (rate taken at 0.5 h):
 O 2.500e+17 cm^-3: rate 1.360e+12 cm^-3/h, power 3.967
  maximum 1.459e+14 cm^-3 at 537.0 h, power 2.910
 O 5.000e+17 cm^-3: rate 2.105e+13 cm^-3/h, power 3.934
  maximum 1.057e+15 cm^-3 at 202.6 h, power 2.789
 O 1.022e+18 cm^-3: rate 3.419e+14 cm^-3/h, power 3.860
  maximum 7.195e+15 cm^-3 at 71.3 h, power 2.562
Main maximum / ideal plateau: 0.720
Small-depletion estimate of that ratio: 0.750
Monomer density at main maximum: 9.095e+17 cm^-3
Cube law with that monomer density: 7.523e+15 cm^-3
Inactive A5 at main maximum: 1.312e+16 cm^-3
Simulated plateau power, fast chain: 3.000
Plateau power with donor dissociation: 3.100
 dissociation rate used: 1.11e-06 1/s
Plateau power, loss by dimers only: 2.000
Formation power, dimer+dimer only: 4.000
Dimer loss coefficient for equal loss: 1.00e-21 cm^3/s
Dimer pairing coefficient for equal formation: 1.00e-21 cm^3/s
Binding free energies, steps 2 and 3: 0.43, 0.53 eV
Step 4 binding at that dissociation rate: 1.04 eV
Rough ordinary oxygen diffusivity: 3.74e-19 cm^2/s
Capture radius: 0.5 nm; ordinary capture coefficient: 2.35e-25 cm^3/s
Model/ordinary capture: k3 850, k4 43
Hot gap (rough): 1.0 eV; intrinsic density: 3.07e+16 cm^-3
Electrons from doubly ionized donors: 1.44e+16 cm^-3
Hot n/n_i: 1.261; squared: 1.591
Extra oxygen if A5 also captures at k4: 1.26 %
```
